# Subthreshold Swing Saturation from a Conducting Exponential Band Tail, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The swing of a channel with an exponential tail

### 1. Two scaling symmetries

The subthreshold swing $S$ is the change of gate voltage that changes the drain current tenfold. Below threshold the current follows the number of electrons in the channel, so we ask how this number responds when the Fermi level $\mu$ moves.

Suppose that the density of states is an exponential of energy, $g(E)=g_0e^{E/W}$, with no upper end. A shift of energy by $\delta$ then merely rescales it:

$$g(E+\delta)=e^{\delta/W}g(E).$$

The electron density is $n(\mu)=\int g(E)f(E-\mu)\,dE$, where $f$ is the Fermi function. Put $E=E'+\delta$ in the integral for $n(\mu+\delta)$:

$$n(\mu+\delta)=\int g(E'+\delta)f(E'-\mu)\,dE'=e^{\delta/W}n(\mu).$$

Hence $n\propto e^{\mu/W}$ at any temperature for which the integral exists. The logarithmic slope is $1/W$. Temperature can enter the prefactor but not the slope, and by dimensions the swing must be a voltage proportional to $W$.

The existence of the integral supplies the criterion. High above $\mu$ the Fermi function falls as $e^{-E/kT}$, so the integrand behaves as $e^{E(1/W-1/kT)}$. It decays if $kT<W$. If $kT>W$ it grows, and the integral is controlled by the energy at which the exponential tail stops, which is the band edge.

In that second case the occupied states lie far above $\mu$, where $f\approx e^{-(E-\mu)/kT}$. Now the Fermi function rescales under a shift of $\mu$, whatever the density of states, and $n\propto e^{\mu/kT}$. This is the thermal law. The competition between the two symmetries decides the swing. What remains is to include the band edge, the electrostatics of the gate and the transport assumption, and to find how one regime passes into the other.

### 2. Model and conventions

The algebra uses atomic units, in which the electron charge magnitude, the electron mass and $\hbar$ are one. A voltage and the corresponding electron energy then have the same numerical value. Temperature appears as the energy $kT$. Capacitances and electron densities are per unit area.

Energy is measured from the band edge in the channel, so $\mu$ is the Fermi level minus the edge. Below threshold $\mu$ is negative. The density of states is

$$g(E)=\begin{cases}g_0e^{E/W},&E<0,\\ g_0,&E>0.\end{cases}$$

It is continuous at $E=0$. The step value $g_0$ belongs to one two-dimensional subband with a parabolic dispersion. The tail stands for the averaged effect of disorder, and its exponential form is an assumption.

To find $g_0$, count plane waves in a periodic square of side $\ell$. The allowed wavevectors are spaced by $2\pi/\ell$ in each direction, so each occupies the area $(2\pi/\ell)^2$. States with energy below $E_0$ fill a disc of radius $k_0$, where $k_0^2=2m^*E_0$. With spin degeneracy $g_s$ and valley degeneracy $g_v$ their number is

$$N=g_sg_v\frac{\pi k_0^2}{(2\pi/\ell)^2}=\ell^2\,\frac{g_sg_vm^*}{2\pi}\,E_0 .$$

Division by $\ell^2E_0$ gives

$$g_0=\frac{g_sg_vm^*}{2\pi}.$$

We split the electron density at the edge:

$$n_{\rm tail}=\int_{-\infty}^0g_0e^{E/W}f\,dE,\qquad n_{\rm band}=\int_0^\infty g_0f\,dE,$$

$$f=\frac1{1+e^{(E-\mu)/kT}},\qquad n=n_{\rm tail}+n_{\rm band}.$$

The transport assumption is that all these electrons, tail electrons included, have the same mobility $\eta$, and that $\eta$ does not depend on $\mu$. For a small drain bias $V$, a gate of width $w$ and length $L$ then carries

$$I=\frac wL\,\eta\,n\,V .$$

This assumption carries much of the result. Part II shows what happens without it.

### 3. The response of the density

The Fermi function depends on $E-\mu$, so $\partial f/\partial\mu=-\partial f/\partial E$. Therefore

$$\frac{dn}{d\mu}=-\int_{-\infty}^{\infty}g\,\frac{\partial f}{\partial E}\,dE
=-\big[gf\big]_{-\infty}^{\infty}+\int_{-\infty}^{\infty}g'(E)f\,dE .$$

The boundary term vanishes: $f\to0$ at the upper end and $g\to0$ at the lower end. Because $g$ is continuous, $g'$ has no delta function at the edge. In the tail $g'=g/W$, and in the band $g'=0$. What is left is

$$\frac{dn}{d\mu}=\frac{n_{\rm tail}}W .$$

This identity holds at every temperature and for every $\mu$ in the model. It contains no Boltzmann approximation. The band electrons contribute to $n$, and their response is already included on the right, through the population of the tail.

### 4. The response to the gate

Take an undoped film between a front oxide and a buried oxide, with the electrons in a sheet at the front interface. Let $\phi$ be the electrostatic potential there and $\phi_b$ the potential at the back interface. The electrode behind the buried oxide is held at zero. Constant offsets from work functions and fixed charges are omitted, since they drop out of derivatives.

The displacement entering the front interface from the gate is $C_{\rm ox}(V_g-\phi)$, and that leaving it into the film is $C_{\rm film}(\phi-\phi_b)$. Their difference is fixed by the sheet charge $-n$:

$$C_{\rm film}(\phi-\phi_b)-C_{\rm ox}(V_g-\phi)=-n .$$

There is no sheet charge at the back interface, so

$$C_{\rm film}(\phi-\phi_b)=C_{\rm box}\phi_b,
\qquad \phi_b=\frac{C_{\rm film}}{C_{\rm film}+C_{\rm box}}\,\phi .$$

Substitution gives

$$C_{\rm film}(\phi-\phi_b)=C_b\phi,\qquad C_b=\frac{C_{\rm film}C_{\rm box}}{C_{\rm film}+C_{\rm box}},$$

which is the series capacitance of film and buried oxide. The front balance becomes

$$V_g=\left(1+\frac{C_b}{C_{\rm ox}}\right)\phi+\frac n{C_{\rm ox}} .$$

A rise of $\phi$ lowers the electron band edge by the same amount. The source holds the Fermi level fixed, so $d\mu=d\phi$. Differentiation and the identity of Section 3 give

$$m\equiv\frac{dV_g}{d\mu}=1+\frac{C_b}{C_{\rm ox}}+\frac{n_{\rm tail}}{WC_{\rm ox}} .$$

The last term is the charge response of the channel itself. It grows with the density and becomes small deep below threshold.

### 5. The swing

At fixed drain bias and mobility, $d\ln I=d\ln n$. Since $\log_{10}I=\ln I/\ln10$,

$$S=\frac{dV_g}{d\log_{10}I}
=\ln10\,\frac{dV_g/d\mu}{d\ln n/d\mu}
=\ln10\;m\,\frac{n}{n_{\rm tail}/W},$$

and with $n=n_{\rm tail}+n_{\rm band}$,

$$\boxed{S=\ln10\;m\,W\left(1+\frac{n_{\rm band}}{n_{\rm tail}}\right)} .$$

Temperature enters through the ratio of the two populations and, weakly, through $m$. The ratio cannot be negative, so in this model $S\ge\ln10\,mW$. The swing approaches this bound when most electrons are in the tail. It exceeds the bound when electrons are thermally lifted into the band.

### 6. Closed forms for the two populations

Introduce the dimensionless quantities

$$x=\frac EW,\qquad u=\frac\mu W,\qquad a=\frac{kT}W,\qquad z=e^{u/a}=e^{\mu/kT},$$

with $u<0$. An antiderivative of the Fermi function is $-a\ln(1+e^{-(x-u)/a})$. It vanishes at infinity, so

$$\frac{n_{\rm band}}{g_0W}=\int_0^\infty\frac{dx}{1+e^{(x-u)/a}}=a\ln(1+z).$$

For the tail we cut the integral at $x=u$ and expand the Fermi function in a geometric series on each side. Below $u$ the quantity $e^{(x-u)/a}$ is less than one, and

$$\int_{-\infty}^ue^x\sum_{k\ge0}(-1)^ke^{k(x-u)/a}dx
=e^u\sum_{k\ge0}(-1)^k\frac a{a+k}.$$

Above $u$ its inverse is less than one, and

$$\int_u^0e^x\sum_{k\ge1}(-1)^{k-1}e^{-k(x-u)/a}dx
=\sum_{k\ge1}(-1)^{k-1}\frac a{a-k}\left(z^k-e^u\right).$$

The partial sums of both geometric series are bounded, which permits integration term by term up to the point $x=u$. The second result requires that $a$ is not an integer.

Collect the terms proportional to $e^u$. The $k=0$ term gives one, and for $k\ge1$

$$\frac a{a+k}+\frac a{a-k}=\frac{2a^2}{a^2-k^2}.$$

Their coefficient is therefore

$$Q=1+2a^2\sum_{k\ge1}\frac{(-1)^k}{a^2-k^2}.$$

The Fourier series of $\cos(at)$ on $-\pi\le t\le\pi$ sums it. The mean value is $\sin(\pi a)/(\pi a)$. The coefficient of $\cos kt$ is

$$\frac2\pi\int_0^\pi\cos at\cos kt\,dt
=\frac1\pi\left[\frac{\sin\pi(a+k)}{a+k}+\frac{\sin\pi(a-k)}{a-k}\right]
=\frac{(-1)^k\sin\pi a}{\pi}\,\frac{2a}{a^2-k^2}.$$

At $t=0$ the series reads $1=[\sin(\pi a)/(\pi a)]\,Q$, so $Q=\pi a/\sin\pi a$. Hence, for non-integer $a$,

$$\frac{n_{\rm tail}}{g_0W}=\frac{\pi a}{\sin\pi a}\,e^u+\sum_{k\ge1}(-1)^{k-1}\frac a{a-k}\,z^k .$$

The first term obeys the scaling symmetry of the tail. The $k=1$ term obeys that of the Boltzmann factor.

### 7. Three regimes

**Cold channel, $a<1$.** Since $u<0$ and $1/a>1$, the factor $z=e^{u/a}$ is smaller than $e^u$. With $\ln(1+z)\approx z$, deep in the tail

$$\frac{n_{\rm band}}{n_{\rm tail}}\simeq\frac{\sin\pi a}{\pi}\,
\exp\left[-|u|\left(\frac1a-1\right)\right],\qquad S\to\ln10\;mW .$$

The band share is exponentially small when $|\mu|(1/kT-1/W)\gg1$, and the swing is then saturated. Thus $kT<W$ is not sufficient by itself; the Fermi level must also be deep enough. Close to $kT=W$ the approach to the floor is slower, as the boundary case below shows.

**Warm channel, $a>1$.** Now $z$ is larger than $e^u$. The Boltzmann form of $f$ gives directly

$$\frac{n_{\rm tail}}{g_0W}\simeq z\int_{-\infty}^0e^{x(1-1/a)}dx=\frac{a}{a-1}\,z,
\qquad \frac{n_{\rm band}}{n_{\rm tail}}\to a-1 ,$$

also for integer $a$. The bracket in $S$ becomes $a$, and $S\to\ln10\,m\,kT$.

**Boundary, $a=1$.** Put $y=e^x$:

$$\frac{n_{\rm tail}}{g_0W}=\int_0^1\frac{dy}{1+ye^{-u}}=e^u\ln(1+e^{-u})\simeq|u|\,e^u .$$

The band holds $\ln(1+e^u)\simeq e^u$, so the ratio tends to $1/|u|$. At $kT=W$ the swing thus exceeds its floor by the fraction $1/|u|$, which falls slowly with depth.

The location of the electrons explains the change. In the tail the population per unit energy is proportional to $e^xf$. Its logarithmic derivative is $1-(1-f)/a$, which vanishes at $f=1-a$. Such a maximum exists for $a<1$, at $E=\mu+kT\ln[a/(1-a)]$, provided that this energy lies below the edge. The electrons then stay near the Fermi level and follow it through the tail. For $a>1$ there is no maximum, and the population rises up to the band edge.

## Part II. Conditions for saturation and a silicon example

### 8. Symbols and results carried over

The Fermi level $\mu<0$ is measured from the band edge, $W$ is the tail width, $u=\mu/W$ and $a=kT/W$. The densities $n_{\rm tail}$ and $n_{\rm band}$ count electrons below and above the edge, and $n$ is their sum. The band density of states is $g_0$. The derivative of gate voltage with respect to $\mu$ is

$$m=1+\frac{C_b}{C_{\rm ox}}+\frac{n_{\rm tail}}{WC_{\rm ox}} .$$

For one common, constant mobility and a small drain bias, Part I gave

$$\frac{dn}{d\mu}=\frac{n_{\rm tail}}W,\qquad
S=\ln10\;mW\left(1+\frac{n_{\rm band}}{n_{\rm tail}}\right).$$

In the saturated regime, $kT<W$ with $\mu$ deep in the tail,

$$n\simeq g_0W\,\frac{\pi a}{\sin\pi a}\,e^u,\qquad
\frac{n_{\rm band}}{n_{\rm tail}}\simeq\frac{\sin\pi a}\pi\,e^{-|u|(1/a-1)} .$$

### 9. A finite drain bias

In a long channel below threshold the gate fixes the band edge, and we neglect the small potential of the channel charge. The edge is then flat between source and drain, while the local Fermi level falls from $\mu$ to $\mu-V$. The current is $w\eta n$ times the slope of the Fermi level. It is the same at every position, so integration along the channel gives

$$I=\frac{w\eta}L\int_{\mu-V}^{\mu}n(\mu')\,d\mu' .$$

In the saturated regime $n(\mu')=n(\mu)e^{(\mu'-\mu)/W}$, and

$$I=\frac{w\eta}L\,W\,n(\mu)\left(1-e^{-V/W}\right).$$

The last bracket does not depend on $\mu$. The logarithmic slope remains $1/W$, and the bias does not change the saturated swing as long as the channel-charge term in $m$ is small compared with $1+C_b/C_{\rm ox}$. Section 13 shows a case where it is not. The current levels off once $V$ is several times $W$, where a thermal channel would require several times $kT$.

### 10. The shape and extent of the tail

At zero temperature the Fermi function is a step, so $dn/d\mu=g(\mu)$ for any density of states. The swing is then

$$S(T=0)=\ln10\;m\,\frac{n(\mu)}{g(\mu)} .$$

For fixed $m$ this is independent of $\mu$ if $n/n'$ is constant, which makes $n$, and hence $g=n'$, exponential. Other tails also give a non-zero swing at zero temperature, but one that changes with current. For a Gaussian tail $g\propto e^{-E^2/2s^2}$ with $|\mu|\gg s$, put $E=\mu-y$. To leading order the integrand falls as $e^{-|\mu|y/s^2}$, so $n\simeq g(\mu)s^2/|\mu|$. The swing $\ln10\,m\,s^2/|\mu|$ decreases as the channel is turned further off.

The tail must also reach the Fermi level. Suppose that it ends at $E=-B$ and that $\mu$ lies many $kT$ below this end. Every available state is then in the Boltzmann part of the Fermi function:

$$n\simeq e^{\mu/kT}\int_{-B}^{\infty}g(E)e^{-E/kT}dE .$$

The integral is independent of $\mu$, and the swing is again $\ln10\,m\,kT$. A large width is of no consequence for the slope if there are no states at the energies that the Fermi level sweeps.

For equal, constant mobilities and a small drain bias, the swing saturates at $\ln10\,mW$ when $kT<W$ and the Fermi level lies deep within an exponential tail. What remains is to treat slower tail electrons and a density-dependent mobility, work through a silicon example, and weigh the omitted effects and the relation to real transistors.
